\section*{The large prefactor of silicon solid-phase epitaxial regrowth}

\section{From growth velocity to atomic rate}

\textbf{Q.} I fit the regrowth of amorphous silicon on a (100) crystal with $v=v_0e^{-E/kT}$ and get $v_0=3.1\times10^{8}$ cm/s. Is that a velocity at which anything moves?

\textbf{A.} No. It is the intercept of the Arrhenius line at $1/T=0$, far outside your measurements. To read it, convert it into a rate per atomic site. Let $\Gamma$ be the net number of atoms added per interface site per second. With cubic lattice constant $a$, each atom fills a volume $a^3/8$, and a (100) layer has $2/a^2$ sites per unit area. Velocity is volume added per unit area and time, so
\begin{equation}
v=\frac{a^3}{8}\,\frac{2}{a^2}\,\Gamma=\frac a4\,\Gamma\equiv d\,\Gamma .
\end{equation}
With $a=0.543$ nm, the layer spacing is $d=0.1358$ nm.

\textbf{Q.} Suppose each atom simply tries to cross a barrier $10^{13}$ times per second. What prefactor should I see?

\textbf{A.} Take a barrier $E$ independent of temperature, an attempt frequency $\nu=10^{13}$ /s and one atom added per success. If every site is active and no atom returns, $\Gamma=\nu e^{-E/kT}$, and the prefactor is
\begin{equation}
d\nu=(1.358\times10^{-8}\ \text{cm})(10^{13}\ \text{s}^{-1})
=1.358\times10^{5}\ \text{cm/s}.
\end{equation}
Your value is larger by
\begin{equation}
R=\frac{v_0}{d\nu}=\frac{3.1\times10^{8}}{1.358\times10^{5}}\approx2300 .
\end{equation}
Put differently, each successful attempt would have to advance the interface by $v_0/\nu=310$ nm instead of one layer. The single-atom picture with a fixed barrier therefore fails. Something must raise the intercept above $d\nu$.

\section{Activation entropy}

\textbf{Q.} How can entropy do that, if the barrier is still $E$?

\textbf{A.} The rate depends on a free-energy barrier. If it falls linearly with temperature, $G=E-TS$, then
\begin{equation}
\nu e^{-G/kT}=\nu e^{-(E-TS)/kT}=\nu e^{S/k}e^{-E/kT}.
\end{equation}
The slope still gives $E$, while the prefactor gains $e^{S/k}$. If entropy supplies all of $R$,
\begin{equation}
S=k\ln R=7.7\,k=0.67\ \text{meV/K}.
\end{equation}
At 823 K this gives $TS=0.55$ eV. With $E=2.70$ eV, a rough value for silicon, the free-energy barrier is $2.15$ eV.

\textbf{Q.} What is this entropy in terms of atoms?

\textbf{A.} One source is softer vibration at the saddle point than in the initial state. Let $q$ be the reaction coordinate, with mass $m$ and stiffness $\kappa_q$ in the well. Let $M$ transverse coordinates $y_i$ have stiffness $\kappa_i$ in the well and $\kappa_i^{\rm s}$ at the saddle. Classical transition-state theory multiplies the one-way mean velocity, $\sqrt{kT/2\pi m}$ (backward motion counts as zero), by the probability density at the saddle:
\begin{equation}
\Gamma=\sqrt{\frac{kT}{2\pi m}}\;
\frac{\int e^{-V(q_{\rm s},y)/kT}\,dy}
{\int_{\rm well}e^{-V(q,y)/kT}\,dq\,dy}.
\end{equation}
In the harmonic approximation each coordinate contributes a Gaussian integral $\sqrt{2\pi kT/\kappa}$. The well has one more integral than the saddle, the one over $q$. Hence
\begin{align}
\Gamma&=\sqrt{\frac{kT}{2\pi m}}\sqrt{\frac{\kappa_q}{2\pi kT}}
\prod_{i=1}^{M}\sqrt{\frac{\kappa_i}{\kappa_i^{\rm s}}}\;e^{-E/kT}\\
&=\frac{1}{2\pi}\sqrt{\frac{\kappa_q}{m}}
\prod_{i=1}^{M}\frac{\omega_i}{\omega_i^{\rm s}}\;e^{-E/kT}.
\end{align}
The second line cancels $kT$ and uses $\omega\propto\sqrt{\kappa}$ at fixed mass. The first factor is $\nu$, so
\begin{equation}
S=k\sum_{i=1}^{M}\ln\frac{\omega_i}{\omega_i^{\rm s}} .
\end{equation}
If $M$ modes soften equally, the required frequency ratio is $\omega^{\rm s}/\omega=R^{-1/M}$. It is 0.52 for 12 modes, 0.77 for 30 and 0.88 for 60. Thirty modes are the vibrations of ten atoms. Each of their stiffnesses would have to fall by about 40 per cent, a substantial loosening shared by a neighbourhood. A single atom with two transverse modes would need a frequency ratio of 0.02.

Entropy can also enter through defects. If growth needs a defect with equilibrium site fraction $e^{S_{\rm f}/k}e^{-E_{\rm f}/kT}$, which then moves at rate $\nu e^{S_{\rm m}/k}e^{-E_{\rm m}/kT}$, the product has $S=S_{\rm f}+S_{\rm m}$ and $E=E_{\rm f}+E_{\rm m}$. The intercept cannot separate formation from motion.

\textbf{Q.} A colleague uses the Eyring formula and quotes a smaller entropy. Who is right?

\textbf{A.} Both can be, because the reference rates differ. With $h$ Planck's constant, the Eyring form is
\begin{equation}
v=d\,\frac{kT}{h}\,e^{S_{\rm E}/k}e^{-H/kT}.
\end{equation}
Write $\beta=1/kT$. Then $\ln v=\text{const}-\ln\beta-\beta H$, and the apparent energy is
\begin{equation}
E=-\frac{d\ln v}{d\beta}=\frac1\beta+H=H+kT .
\end{equation}
The apparent prefactor follows by removing the slope:
\begin{equation}
v_0=v\,e^{E/kT}=d\,\frac{kT}{h}\,e^{S_{\rm E}/k}e^{(E-H)/kT}
=e\,d\,\frac{kT}{h}\,e^{S_{\rm E}/k},
\end{equation}
where the leading $e$ is the base of natural logarithms. At 857 K, the midpoint in $1/T$ of the range 750--1000 K, this gives $S_{\rm E}=6.2\,k$ and $H=2.63$ eV. An entropy should be quoted with its reference rate.

\section{Several atoms per event}

\textbf{Q.} Could one difficult event instead start a run of easy ones?

\textbf{A.} Yes. Consider a row of $N$ sites with its ends joined, so that a run in one direction can fill it. A run starts at any empty site at rate $g=\nu e^{S/k}e^{-E/kT}$, then advances site by site at a much faster rate $w$. The first start takes a mean time $1/(Ng)$, and the remaining $N-1$ sites take $(N-1)/w$. Neglecting second starts,
\begin{equation}
v=\frac{d}{\dfrac{1}{Ng}+\dfrac{N-1}{w}}
=\frac{dNg}{1+N(N-1)g/w}\simeq dNg ,
\end{equation}
provided $N(N-1)g/w\ll1$. If $N$ is set by geometry and does not vary with temperature, the slope remains $E$ and
\begin{equation}
v_0=d\nu\,N e^{S/k}.
\end{equation}
The shortfall can then be shared. Ten atoms per event leave $S=5.4\,k$, a hundred leave $3.1\,k$, and a thousand leave $0.8\,k$.

I solved for the mean filling time of a ten-site periodic row over all its configurations, second starts included. The starts had $E=2.7$ eV and $S=5.43\,k$, and the relay barrier was 1.0 eV. An Arrhenius fit over 750--1000 K returned $2.700$ eV and $3.10\times10^{8}$ cm/s. The relay must be fast, however. When $w$ is only ten times $g$, the row needs 2.8 starts on average, so each start accounts for fewer than four atoms.

\textbf{Q.} Could long runs explain everything, with no entropy?

\textbf{A.} The intercept permits it, but a run confined to one row would have to be very long. With sites $a/\sqrt2$ apart, a row of $R$ atoms is about 880 nm long, and that distance would have to be free of interruptions. A run that also spread sideways would need less room: a square patch of $R$ atoms is only about 18 nm wide. A run along a row must also finish within one layer time, so $N/w<d/v$. With $w=\nu e^{-E_w/kT}$ and $v/d=R\nu e^{-E/kT}$,
\begin{equation}
e^{-E_w/kT}>NR\,e^{-E/kT}
\quad\Longrightarrow\quad
E_w<E-kT\ln(NR).
\end{equation}
For $N=R$ at 823 K, where $kT=0.0709$ eV, the ceiling is $2.70-0.0709\times2\times7.73=1.60$ eV. At 1000 K, the top of the fitted range, the ceiling drops to 1.37 eV. A well-separated cascade needs a barrier well below even this: for a row of $R$ sites the fitted prefactor is about $2200\,d\nu$ at $E_w=1.0$ eV, $1500\,d\nu$ at 1.2 eV and only $140\,d\nu$ at 1.4 eV.

\textbf{Q.} So if I found a million moves per event, the prefactor would be explained?

\textbf{A.} Not necessarily. What matters is how the number of moves depends on temperature. Write it as $N=N_0e^{E_N/kT}$, and let the event rate be $\nu e^{S/k}e^{-E_{\rm ev}/kT}$. Then
\begin{equation}
v=d\nu\,N_0e^{S/k}\,e^{-(E_{\rm ev}-E_N)/kT}.
\end{equation}
The exponential part of $N$ lowers the slope; only $N_0$ enters the intercept.

Here is a case where this matters. Defect pairs are created at rate $g$ per site. Each defect moves at rate $w$, crystallising one atom per move, and two defects disappear when they meet. For a dilute, well-mixed population with site fraction $c$, a move meets another defect with probability $c$. Creation balances loss when
\begin{equation}
g=wc^2,\qquad c=\sqrt{g/w},\qquad v=dwc=d\sqrt{gw}.
\end{equation}
The number of moves per event is $wc/g=\sqrt{w/g}$. Give both rates the prefactor $\nu$, with barriers of 3.7 eV for creation and 1.7 eV for motion. At 823 K there are $1.3\times10^{6}$ moves per event. Yet
\begin{equation}
\sqrt{gw}=\nu\,e^{-(3.7+1.7)\,\text{eV}/2kT}=\nu\,e^{-2.7\,\text{eV}/kT},
\end{equation}
so the velocity prefactor is still $d\nu$. Here $N_0=1$, and the factor of 2300 is still missing.

\section{How firm is the inference?}

\textbf{Q.} Could inactive sites or atoms returning to the amorphous side remove the discrepancy?

\textbf{A.} Returns make it larger, and so does a fixed set of inactive sites. If a temperature-independent fraction $f$ of sites is active, the requirement rises to $R/f$, or about 23\,000 for $f=0.1$. A fraction that grows with temperature can act the other way. Suppose an impurity of fixed bulk fraction $c$ blocks sites with binding energy $E_{\rm b}$, so that $f=1/(1+ce^{E_{\rm b}/kT})\simeq e^{-E_{\rm b}/kT}/c$ when most sites are blocked. Then $E_{\rm b}$ adds to the slope and the prefactor gains $1/c$. As an illustration only, $c=4\times10^{-4}$, $E_{\rm b}=1.0$ eV and a 1.7 eV hop give a fitted 2.70 eV and a prefactor near $2300\,d\nu$. This is a formation entropy $k\ln(1/c)$ for the free site and must be counted in $S$. For returns, let crystallisation lower the free energy by $\Delta$ per atom. Detailed balance makes the backward rate $e^{-\beta\Delta}$ times the forward one, so the net rate carries a factor $1-e^{-\beta\Delta}$. For constant $\Delta$, the tangent to its logarithm has the intercept
\begin{equation}
\ln(1-e^{-\beta\Delta})-\frac{\beta\Delta}{e^{\beta\Delta}-1}<0 ,
\end{equation}
since the logarithm is negative and the subtracted term is positive. With $\Delta=0.10$ eV, a rough value, returns reduce the 823 K rate to 0.76 of the forward rate. A fit over 750--1000 K gives a prefactor 0.46 times the forward one. For this constant $\Delta$, the requirement rises to $2300/0.46\approx5000$. If $\Delta$ falls as the temperature rises, the requirement is larger still. An event that transfers many atoms in a single step gains more free energy and is less affected. A run whose atoms can return one by one need not be.

These corrections explain the inequality
\begin{equation}
N_0e^{S/k}\ge R .
\end{equation}

\textbf{Q.} What if $10^{13}$ per second is too low, or my activation energy is wrong?

\textbf{A.} Raising $\nu$ to $1.6\times10^{13}$ /s, roughly the top of silicon's phonon spectrum, still leaves a factor of 1400. An energy error matters more, because the fit ties $E$ to $v_0$. At fixed velocity at the midpoint $T_m=857$ K, an error of 0.05 eV changes $v_0$ by a factor of 2.0. To bring the prefactor down to $d\nu$, equate the two lines there:
\begin{equation}
\ln v_0-\frac{E}{kT_m}=\ln(d\nu)-\frac{E'}{kT_m}
\quad\Longrightarrow\quad E-E'=kT_m\ln R .
\end{equation}
This is about 0.57 eV. A least-squares fit to the original line, with the prefactor held at $d\nu$, gives $E'=2.13$ eV and misses the rate by up to a factor of 3.2 between 750 and 1000 K. Data good to 30 per cent at six or more temperatures spread over that range would almost always reject it.

\section{An anneal at 823 K}

\textbf{Q.} What does this mean for an actual anneal?

\textbf{A.} With the rough $E=2.70$ eV and your prefactor,
\begin{equation}
v=(3.1\times10^{8}\ \text{cm/s})\,e^{-2.70/0.0709}=5.4\ \text{nm/min}.
\end{equation}
With the same barrier, the single-atom prefactor would give 0.0024 nm/min. A 100 nm amorphous layer would take about 18 minutes in the first case and about a month in the second.

Growth of several nm/min near this temperature is the right size for undoped, implanted (100) silicon, so the parameters are not unusual. Doping can change the rate. If growth relies on a singly charged defect, and doping leaves the concentration of its neutral form unchanged, a 0.1 eV Fermi-level shift that favours the charged form multiplies the 823 K rate by 4.1. A stress of 0.1 GPa would change the rate by a factor of about 1.2 if the activation volume were one atomic volume; the measured hydrostatic value is nearer 0.3 of that in size, which gives about 1.05. Hydrogen and other impurities also matter, and this estimate leaves them out. If one process sets the whole rate, shifting its barrier by an amount constant in temperature changes the fitted $E$ but not $v_0$. If neutral and charged defects act side by side, shifting only one of them can change both. At fixed doping the Fermi level also generally moves with temperature, which can again change both. A prefactor from doped layers should therefore not be compared directly with this one.

\textbf{Q.} Then which mechanism have I measured?

\textbf{A.} You have measured a constraint on mechanisms. The intercept rules out single-atom attempts that all face the same fixed barrier with an ordinary vibration frequency on a temperature-independent fraction of active sites. It allows a large activation entropy, several atoms per event with a large $N_0$, or both. Unequal barriers crossed in sequence can act in the second way, because each hard step is followed by easier ones. Separating them needs other evidence, such as calculated saddle-point vibrations or the length of the runs. The argument also assumes one straight Arrhenius line; if the mechanism changes within the fitted range, the intercept belongs to no single event.
